# Diffusion Among Gaussian Traps with a Common Barrier Energy, part 2

A carrier hops between nearest neighbours of a \(d\)-dimensional hypercubic lattice with spacing \(a\). Site \(i\) is a trap of depth \(E_i\), measured downwards from a barrier energy common to all bonds. The rate to each one of its \(2d\) neighbours is \(w_i=\nu e^{-\beta E_i}\), with \(\beta=1/(k_BT)\) and attempt rate \(\nu\). The depths are Gaussian with mean \(U\) and standard deviation \(\sigma\), and \(s=\beta\sigma\). Angle brackets are averages over sites.

For few carriers, the stationary probability \(p_i\) of being on site \(i\) of a periodic cell is proportional to \(1/w_i\). The long-time diffusion coefficient is

\[
D=\frac{a^2}{\langle1/w\rangle}=\frac{a^2}{2d\,\langle\tau\rangle},\qquad \tau_i=\frac{1}{2dw_i},
\]

where \(\tau_i\) is the mean dwell time. For Gaussian depths this becomes

\[
\boxed{D=a^2\nu\exp\left[-\frac{U}{k_BT}-\frac{\sigma^2}{2k_B^2T^2}\right]}
\]

Carriers placed without regard to depth begin instead with the rate average,

\[
D(0)=a^2\langle w\rangle .
\]

Equilibrated carriers spend their time around the controlling depth, which is also the local activation energy of \(D\):

\[
E^*=U+\frac{\sigma^2}{k_BT}.
\]

In a sample of \(N\) independent sites the mean dwell time has the relative standard deviation

\[
\frac{\delta\langle\tau\rangle}{\langle\tau\rangle}=\sqrt{\frac{e^{s^2}-1}{N}} .
\]

If the barriers have a Gaussian spread \(\sigma_b\) about the common value, \(D\) is multiplied by a factor \(g_{\rm eff}\) between \(e^{-\beta^2\sigma_b^2/2}\) and \(e^{+\beta^2\sigma_b^2/2}\).

The 216-site lattice used for numerical tests is a periodic three-dimensional cell of \(6^3\) sites with \(\sigma=k_BT\) and zero mean depth. Its depths are the midpoints of 216 equally probable slices of a Gaussian, in random order. The chain in the list of calculated quantities repeats a cell of eight such depths and has a uniform start.

### A uniform field

A field \(F\) acts on a carrier of charge \(q\) along one axis. If the barrier top lies midway between the sites, the field lowers it by \(qFa/2\) for a forward hop and raises it by as much for a backward hop. The two rates become

\[
w_ie^{f}\quad\text{and}\quad w_ie^{-f},\qquad f=\frac{qFa}{2k_BT}.
\]

The distribution \(p_i\propto1/w_i\) remains stationary. With all \(w_ip_i\) equal to \(y\), a site loses \(y[e^f+e^{-f}+2(d-1)]\) per unit time. It gains \(ye^f\) from behind, \(ye^{-f}\) from ahead and \(2(d-1)y\) from the sides, which is the same amount. The drift velocity is

\[
v=a\sum_iw_ip_i(e^f-e^{-f})=\frac{2a\sinh f}{\langle1/w\rangle}.
\]

On the 216-site lattice, with equal barriers and \(f=0.8\), a numerical solution for the stationary state gave \(v=1.08533\,a\nu\), as does the formula.

For small \(f\), \(2\sinh f\approx qFa/(k_BT)\), and the mobility \(\mu=v/F\) obeys the Einstein relation

\[
\mu=\frac{qD}{k_BT}.
\]

At larger fields the low-field mobility is multiplied by \(\sinh f/f\). The disorder factor is unchanged.

### Fixed density or fixed Fermi level

In thermal equilibrium with few carriers, site \(i\) is occupied with probability \(\zeta e^{\beta E_i}\). The activity \(\zeta\) is \(e^{\beta(\mu_c-E_b)}\), where \(\mu_c\) is the chemical potential and \(E_b\) the barrier energy. The mean number of carriers per site is \(c=\zeta\langle e^{\beta E}\rangle\), and so

\[
cD=\zeta\langle e^{\beta E}\rangle\,\frac{a^2\nu}{\langle e^{\beta E}\rangle}=a^2\nu\zeta .
\]

The low-field conductivity is proportional to \(cD\). At fixed carrier density it carries the full factor \(e^{-\beta U-s^2/2}\). If contacts fix the chemical potential instead, the disorder cancels: deeper traps slow the carriers and store more of them in the same proportion. The activation energy of the conductivity, apart from the prefactor \(1/T\), is then \(E_b-\mu_c\). The law derived here is one for the mobility, and it passes to the current when the density is held fixed.

### When the deep traps fill

A trap that holds at most one carrier has the occupation

\[
f_i=\frac{\zeta e^{\beta E_i}}{1+\zeta e^{\beta E_i}}=\zeta e^{\beta E_i}(1-f_i).
\]

Averaging the last form gives \(c=\zeta\langle e^{\beta E}\rangle(1-\bar f)\), where \(\bar f\) is the occupation averaged with the dwell weight \(e^{\beta E}\). Multiplying it by \(w_i\) first gives \(\langle fw\rangle=\nu\zeta(1-c)\). A hop also needs an empty target, which for independent depths has probability \(1-c\). The equilibrium hop rate per carrier, relative to the dilute value \(1/\langle1/w\rangle\), is therefore

\[
R=\frac{(1-c)\langle fw\rangle}{c}\,\langle1/w\rangle=\frac{(1-c)^2}{1-\bar f}.
\]

Filled deep traps no longer catch other carriers, and those hop more often. The dilute formula requires \(\bar f\ll1\), which is stricter than \(c\ll1\). The ratio \(R\) concerns the number of hops. It is not the full change of the diffusion coefficient. Successive hops of many carriers are correlated, and the coefficient in Fick's law also depends on how the chemical potential changes with density.

### A low-k film at 400 K

The following round values lie in the rough regime of a porous organosilicate film between metal lines: \(U=0.8\) eV, \(\sigma=0.1\) eV, \(a=5\) nm, \(\nu=10^{13}\ \mathrm{s^{-1}}\), relative permittivity 2.7, a field of 0.2 MV/cm, and \(c=10^{-5}\) carriers per site. The carrier density is \(c/a^3=8\times10^{13}\ \mathrm{cm^{-3}}\).

At 400 K, \(k_BT=0.03447\) eV, so \(U/k_BT=23.21\), \(s=2.901\) and \(s^2/2=4.21\). With \(a^2\nu=(5\times10^{-7}\ \mathrm{cm})^2\times10^{13}\ \mathrm{s^{-1}}=2.5\ \mathrm{cm^2/s}\),

\[
D=2.5\,e^{-23.21-4.21}\ \mathrm{cm^2/s}=3.1\times10^{-12}\ \mathrm{cm^2/s}.
\]

The disorder contributes a factor 0.015. Dividing \(D\) by \(k_BT/q=0.03447\) V gives \(\mu=9.0\times10^{-11}\ \mathrm{cm^2/Vs}\). Multiplying by the charge and the density gives a low-field conductivity of \(1.15\times10^{-15}\) S/cm.

At the chosen field \(f=0.05/0.03447=1.45\), and \(\sinh f/f=1.39\). The current density is

\[
J=1.15\times10^{-15}\times2\times10^5\times1.39\ \mathrm{A/cm^2}=3.2\times10^{-10}\ \mathrm{A/cm^2}.
\]

The controlling depth is \(E^*=0.8+0.01/0.03447=1.09\) eV. An Arrhenius plot of \(D\) around 400 K would thus show an activation energy 0.29 eV above the mean depth.

### The same film at 300 K

The carrier density and all other parameters are held fixed. Now \(U/k_BT=30.95\) and \(s^2/2=7.48\), so \(D=5.1\times10^{-17}\ \mathrm{cm^2/s}\). It has fallen by a factor of about \(6\times10^4\). The mean depth accounts for \(e^{30.95-23.21}\approx2300\), and the disorder for the remaining \(e^{7.48-4.21}\approx26\).

The controlling depth has grown to 1.19 eV. With \(2d=6\) neighbours, the dwell time there is \(e^{\beta E^*}/(6\nu)\). It is 0.9 s at 400 K and \(1.4\times10^6\) s, about 17 days, at 300 K. Carriers freshly placed without regard to depth therefore do not equilibrate over these traps during a measurement that lasts minutes at 300 K. Their diffusion begins with the rate average, and the boxed formula is not yet the answer. Carriers that are already in equilibrium obey it from the start, as long as they are dilute enough not to fill the deep traps.

Two other conditions weaken at the same time. The hop-rate ratio \(R\) is 1.02 at 400 K and 1.23 at 300 K. The occupation at \(E^*\) is just 0.02 at 300 K, but \(\bar f\) also counts deeper sites and is about \(1-1/1.226\approx0.18\). Further, a test structure of \(1\ \mathrm{mm}\times100\ \mathrm{nm}\times50\ \mathrm{nm}\) contains \(4\times10^7\) sites. The formula gives its mean dwell time a relative standard deviation of 1% at 400 K and 28% at 300 K. The second figure overstates the usual scatter, because it is dominated by very rare samples with an exceptionally deep trap. About two thirds of all samples at 300 K lie within roughly 5% of the median.

### Tunnelling between traps

Below a rectangular barrier of height \(U\) the wave function decays as \(e^{-\kappa x}\), with \(\kappa=\sqrt{2mU}/\hbar\). The coupling of two traps at distance \(a\) is proportional to \(e^{-\kappa a}\), and a hopping rate to its square. With equal prefactors assumed, the ratio of tunnelling to thermal hopping at the mean depth is

\[
\frac{e^{-2\kappa a}}{e^{-\beta U}}=e^{\beta U-2\kappa a}.
\]

A carrier at \(E^*\) must first gain \(E^*-U\) to tunnel into a typical site. This costs \(e^{-\beta(E^*-U)}\), while its thermal escape costs \(e^{-\beta E^*}\), so in this estimate the ratio is the same. The spread of the target levels and the dependence of \(\kappa\) on the level change it by a factor of order one. Tunnelling after a partial climb by \(\varepsilon\) has the exponent \(\beta\varepsilon+2a\sqrt{2m(U-\varepsilon)}/\hbar\). This function is concave in \(\varepsilon\), so it is smallest at one of its two ends, which are the two processes compared.

The decay was tested on a double well with wells 1.2 eV deep and 1 nm wide, for half the free electron mass. The squared level splittings at gaps of 2 and 3 nm gave a decay constant of \(6.791\ \mathrm{nm^{-1}}\), equal to \(2\kappa\) for the binding energy found. With the same mass, a rough choice, the film has \(2\kappa a=32.4\). The ratio is \(10^{-4}\) at 400 K and 0.23 at 300 K. These values take the barrier to be as wide as the full distance between trap centres. If each trap is 1 nm wide, the barrier is only 4 nm wide, and the ratio rises to 0.07 at 400 K and to about 150 at 300 K. Whether hopping at room temperature is thermal thus depends on the width of the traps and on the mass, neither of which is well known.

### Traps that are charged when empty

If an empty trap attracts the carrier with the energy \(-C/r\), where \(C=q^2/(4\pi\varepsilon_0\varepsilon_r)\), an isolated trap in a field has its saddle where \(C/r^2=qF\). This gives \(r=\sqrt{C/(qF)}=5.16\) nm, which lies beyond the next trap. The lowering law of an isolated Coulomb trap therefore does not apply here. Almost all traps are empty, and their charge density of \(8\times10^{18}\ \mathrm{cm^{-3}}\) must be compensated by fixed opposite charges, since it would otherwise change the field by about 50 MV/cm over 100 nm. In a uniform compensating background the remaining traps change the rise \(\Delta V\) below by about 7% and the tunnelling integral below by about 0.2. With these other charges ignored, the energy between two neighbours is

\[
V(x)=-\frac{C}{x}-\frac{C}{a-x}-qFx .
\]

Its zero-field maximum, at \(x=a/2\), is already part of the common barrier. Near it, with \(x=a/2+\delta\),

\[
V\approx-\frac{4C}{a}-\frac{qFa}{2}-qF\delta-\frac{16C}{a^3}\delta^2 .
\]

The maximum moves back to \(\delta=-qFa^3/(32C)\) and lies above the tilted midpoint by

\[
\Delta V=\frac{(qF)^2a^3}{64C}.
\]

This is 1.465 meV for the film, and a numerical search for the maximum gave 1.460 meV. The field thus lowers the barrier by slightly less than \(qFa/2\). Hops in both directions are reduced by the same factor, 0.96 at 400 K and 0.95 at 300 K.

The rounded barrier is also thinner than a rectangular one of the same height. For a carrier 0.8 eV below its top, with half the free electron mass and no field, the integral of \(2\kappa\) through the barrier is 22.9 instead of 32.4. Thermal hopping has the exponent \(U/k_BT=23.2\) at 400 K and 30.9 at 300 K. With equal prefactors, tunnelling through such a barrier would be about as fast as thermal hopping at 400 K and much faster at 300 K.

### The model beside a real film

Porous organosilicate films do have permittivities around 2.7 or lower, and 0.2 MV/cm is a plausible field of use, at 4% of a rough breakdown field of 5 MV/cm. The trap parameters are much less certain. They depend on deposition, plasma damage and moisture, and the carrier density used here was chosen, not measured. An error of 0.1 eV in \(U\) alone changes \(D\) at 400 K by \(e^{2.90}\approx18\), so the computed current is an illustration and not a prediction for a given film. The assumption that a disordered network most plainly breaks is the shared barrier. A barrier spread of 0.03 eV, again a rough choice, would multiply \(D\) by a factor between 0.68 and 1.46 at 400 K, and between 0.51 and 1.96 at 300 K. Contacts that inject carriers break the assumption of fixed density. If they fix the chemical potential, the low-field conductivity follows \(\zeta/T\), and the disorder factor of the mobility cancels. For these parameters the formula describes the average motion of equilibrated carriers at 400 K as long as hopping is thermal, which requires barriers wide enough to suppress tunnelling. It does not give the typical time in which a single carrier crosses a narrow gap. At the mean drift velocity, 100 nm would take 0.4 s, less than the dwell time at \(E^*\), which is 0.64 s in the field because the total escape rate rises from \(6w\) to \((4+2\cosh f)\,w\). Most carriers cross faster, because in some 40 hops they meet no such trap. At 300 K slow equilibration and tunnelling are its two most serious limits.

## Calculated quantities

```
Test, 3D lattice: D from Bloch eigenvalue = 0.61104 a^2 nu
Test, 3D lattice: D from mean dwell time = 0.61104 a^2 nu
Test, Gaussian formula at sigma = kT: D = 0.60653 a^2 nu
Test, chain: early D = 1.4949, mean rate = 1.4952
Test, chain: late D = 0.66882, inverse mean dwell = 0.66882
Test, drift: solved = 1.08533, formula = 1.08533 a nu
Test, random barriers: bond factor = 1.1093, bounds 0.8454 to 1.3082
Test, dwell scatter: sampled = 0.0652, formula = 0.0655
Test, tunnelling decay: double well = 6.791, formula = 6.791 1/nm
Input: U = 0.8 eV, sigma = 0.1 eV, a = 5.0 nm
Input: nu = 1e+13 1/s, carriers per site = 1e-05
Input: field = 0.2 MV/cm, permittivity = 2.7
Input: rough breakdown field = 5.0 MV/cm, field/breakdown = 0.040
Input: barrier spread = 0.03 eV, tunnelling mass = 0.5 m_e
Input: comb = 1e+06 x 100 x 50 nm, sites = 4.00e+07
Carrier density = 8.00e+13 1/cm3
Fraction of sites above barrier = 6.2e-16
Tunnelling exponent 2 kappa a = 32.40
Isolated Coulomb saddle distance = 5.16 nm
Coulomb barrier top above tilted midpoint: search = 1.460, series = 1.465 meV
400 K: kT = 0.03447 eV, U/kT = 23.209, sigma/kT = 2.901
400 K: sigma^2/(2 kT^2) = 4.208, disorder factor = 1.487e-02
400 K: D = 3.096e-12 cm2/s
400 K: low-field mobility = 8.981e-11 cm2/Vs
400 K: low-field conductivity = 1.151e-15 S/cm
400 K: current density at the field = 3.199e-10 A/cm2
400 K: controlling depth = activation energy = 1.0901 eV
400 K: mean dwell time = 1.346e-02 s
400 K: dwell time at controlling depth = 9.050e-01 s = 1.047e-05 days
400 K: qFa/(2kT) = 1.451, field factor = 1.389
400 K: Coulomb barrier-top factor on hop rate = 0.959
400 K: exclusion: hop rate/dilute = 1.017, controlling-site occupation = 0.0007
400 K: tunnelling/thermal rate = 1.02e-04
400 K: barrier-spread factor between 0.685 and 1.460
400 K: relative scatter of mean dwell in comb = 0.0106
300 K: kT = 0.02585 eV, U/kT = 30.945, sigma/kT = 3.868
300 K: sigma^2/(2 kT^2) = 7.481, disorder factor = 5.635e-04
300 K: D = 5.122e-17 cm2/s
300 K: low-field mobility = 1.981e-15 cm2/Vs
300 K: low-field conductivity = 2.539e-20 S/cm
300 K: current density at the field = 8.893e-15 A/cm2
300 K: controlling depth = activation energy = 1.1868 eV
300 K: mean dwell time = 8.135e+02 s
300 K: dwell time at controlling depth = 1.444e+06 s = 1.671e+01 days
300 K: qFa/(2kT) = 1.934, field factor = 1.751
300 K: Coulomb barrier-top factor on hop rate = 0.945
300 K: exclusion: hop rate/dilute = 1.226, controlling-site occupation = 0.0213
300 K: tunnelling/thermal rate = 2.33e-01
300 K: barrier-spread factor between 0.510 and 1.961
300 K: relative scatter of mean dwell in comb = 0.2806
```
